# Maximum Density of Three-Dimensional Islands under Complete Condensation

## The decision that depends on the exponent

Suppose an island density is known at one flux and is needed at another. The exponent used to carry it across depends on how islands cover the substrate. Islands of fixed height reach a given coverage at a fixed dose; for islands that also grow upward, that dose depends on the island density. With a critical size of three, the two exponents are 0.60 and 0.545. For three-dimensional islands under the conditions below, the maximum density obeys

\[
n_{\max}\propto\left(\frac FD\right)^{i/(i+5/2)} .
\]

Here \(F\) is the number of atoms arriving per area and time, \(D\) is the adatom diffusion coefficient, and \(i\) is the critical cluster size. The law concerns the maximum in time, not the density at a fixed dose.

## Model and conventions

All deposited atoms stay on the surface. Diffusion is isotropic, stable islands do not move, and every atom reaching an island edge is incorporated. Islands keep one shape, with volume \(sr^3\) for footprint radius \(r\); a hemisphere has \(s=2\pi/3\). Touching islands merge at once into one island of that shape. The dose \(\theta=Ft\) is counted after any wetting layer is complete.

Let \(n\) be the island density, \(\Omega\) the atomic volume, \(a^2\) the area per site and \(Z=\pi nr^2\) the coverage. The rate equations are mean-field equations in which islands share one mean size. Adatom capture is computed in equal circular cells, as for evenly spaced islands, while merging is counted for random positions. These are different idealizations, and the choice affects the prefactor. For \(i=3\) and a coverage near 0.04, solving the diffusion problem among randomly placed islands gives a nucleation rate several tens of times that of equal cells. If that enhancement held throughout growth, it would raise the density by roughly a factor of two. Nucleation, however, places new islands away from old ones, which makes the enhancement smaller and early contacts rarer than for random positions. A rough estimate for \(i=3\), in which new islands are placed with probability proportional to \(n_1^4\) among fewer than two hundred islands in a periodic box, gives an enhancement of about seven near a coverage of 0.04 and a maximum density about 45% higher. The maximum becomes broad and moves from a coverage of 0.04 to about 0.09–0.13, at roughly three to five times the dose, so the coverage and dose found below are much less certain than the density. The algebra holds in any consistent units, including atomic units, with temperature entering as the energy \(kT\).

Nucleation is assumed to have one bottleneck, the growth of clusters of size \(i\). Smaller clusters are in equilibrium with the adatoms, and clusters of \(i+1\) atoms go on to grow. The example shows that this assumption needs its own check.

## Nucleation rate

In a dilute lattice gas of fugacity \(z\), the adatom density is \(n_1=z/a^2\). A cluster of \(i\) atoms with binding energy \(E_i>0\) and \(C_i\) shapes per site has density \(C_iz^i e^{E_i/kT}/a^2\). Eliminating \(z=a^2n_1\) gives

\[
n_i=C_i a^{2(i-1)}n_1^i e^{E_i/kT}.
\]

For three atoms on a square lattice with two nearest-neighbour bonds there are four bent and two straight shapes, so \(C_3=6\). Enumeration of lattice-gas states gives 6.000.

Critical clusters capture adatoms at the rate \(\sigma_iDn_1n_i\), where \(\sigma_i\) is a capture number taken as constant. The local nucleation rate is therefore

\[
KDn_1^{i+1},\qquad
K=\sigma_iC_ia^{2(i-1)}e^{E_i/kT}.
\]

The adatom density follows from diffusion around one island. Give each island a circular cell of radius \(R\) with \(\pi R^2n=1\). Once adatoms are captured much faster than the islands evolve, their density is quasi-steady:

\[
\frac1\rho\frac{d}{d\rho}\left(\rho\frac{dn_1}{d\rho}\right)=-\frac FD .
\]

Set \(x=\rho^2/R^2\). Then \(\rho\,d/d\rho=2x\,d/dx\), and the left side becomes \((4/R^2)\,d(x\,dn_1/dx)/dx\). Since \(R^2=1/(\pi n)\),

\[
\frac{d}{dx}\left(x\frac{dn_1}{dx}\right)=-\frac{F}{4\pi Dn}.
\]

No atoms cross the outer cell boundary, so the derivative vanishes at \(x=1\). One integration gives \(x\,dn_1/dx=F(1-x)/(4\pi Dn)\). The island edge lies at \(x=r^2/R^2=Z\), where \(n_1=0\). A second integration gives

\[
n_1=\frac{F}{4\pi Dn}\left[\ln\frac xZ-(x-Z)\right].
\]

The element \(dx\) is a fraction of cell area. Averaging the local nucleation rate over the whole cell yields

\[
J=KD\left(\frac{F}{4\pi Dn}\right)^{i+1}G_i(Z),
\]
\[
G_i(Z)=\int_Z^1\left[\ln\frac xZ-(x-Z)\right]^{i+1}dx .
\]

A finite-volume solution of the diffusion problem at \(Z=0.05\) and 0.2 reproduces this type of integral with a largest relative difference of \(1.3\times10^{-5}\). More islands mean fewer adatoms, and at fixed coverage nucleation falls as \(n^{-(i+1)}\).

## Coalescence rate

Let all radii grow by \(dr\). Two islands make contact when their centres are \(2r\) apart. Around one island, the area newly brought within contact distance is \(2\pi(2r)(2\,dr)=8\pi r\,dr\). Multiplying by \(n\) gives new contacts per island, and by \(n/2\) gives new pairs per area:

\[
4\pi n^2r\,dr=2n\,(2\pi nr\,dr)=2n\,(dZ)_{\rm growth}.
\]

Each contact removes one island. The subscript matters: \((dZ)_{\rm growth}\) is the coverage gained by growth at fixed \(n\), not the net change after merging. The count is of leading order in \(Z\) for equal islands at random positions; a spread of sizes or a tendency to avoid neighbours changes its numerical factor.

Complete condensation gives \(nsr^3=\Omega Ft\), apart from the small number of free adatoms. Hence

\[
Z=\pi n^{1/3}\left(\frac{\Omega Ft}{s}\right)^{2/3},
\qquad
\left(\frac{dZ}{dt}\right)_{\rm growth}=\frac{2Z}{3t},
\]

and the loss rate is \(4nZ/(3t)\).

This law can be examined with nucleation switched off. Then \(d\ln n/d\ln\theta=-4Z/3\). The expression for \(Z\) gives \(d\ln Z/d\ln\theta=2/3+(1/3)\,d\ln n/d\ln\theta=2/3-4Z/9\). Dividing the two,

\[
\frac{d\ln n}{dZ}=-\frac{2}{1-2Z/3},
\qquad
\frac n{n_0}=\left(1-\frac{2Z}{3}\right)^3 .
\]

In a simulation of 20,000 randomly placed islands that grow and merge, the merged fraction at \(Z=0.02\) is 0.0394, with a counting noise of about 0.0014; the formula gives 0.0395.

## Balance at the maximum

Dividing the nucleation rate by \(F\) converts it to a rate per dose. Define

\[
A=\frac{K}{(4\pi)^{i+1}}\left(\frac FD\right)^i,
\qquad W=A\theta n^{-(i+2)} .
\]

The density equation is then

\[
\frac{d\ln n}{d\ln\theta}=g,\qquad g=WG_i(Z)-\frac{4Z}{3}.
\]

The definitions of \(Z\) and \(W\) give two further equations:

\[
\frac{d\ln Z}{d\ln\theta}=\frac23+\frac g3,\qquad
\frac{d\ln W}{d\ln\theta}=1-(i+2)g .
\]

Flux, diffusivity, binding energy and island shape have disappeared. The starting conditions also drop out. At small \(Z\), neglecting coalescence and the slow logarithmic change of \(G_i\), the density obeys \(dn/d\theta=AG_in^{-(i+1)}\), so

\[
n^{i+2}=n_0^{i+2}+(i+2)AG_i(\theta-\theta_0).
\]

The initial term becomes negligible in proportion to \(1/\theta\). As \(D/F\) grows, the initial transient occupies a vanishing part of the history, and the maximum occurs at a coverage \(Z^*\) that depends on \(i\) alone. With equal cells and random merging, numerical integration gives \(Z^*=0.121\), 0.068 and 0.041 for \(i=1\), 2 and 3.

At the maximum \(g=0\), so \(WG_i=4Z^*/3\). To remove the dose, put \(r=(Z^*/\pi n)^{1/2}\) into \(\theta=nsr^3/\Omega\):

\[
\theta=\frac s\Omega\left(\frac{Z^*}{\pi}\right)^{3/2}n^{-1/2}.
\]

The balance becomes

\[
A\,G_i\,\frac{s}{\Omega}\left(\frac{Z^*}{\pi}\right)^{3/2}n^{-(i+5/2)}
=\frac{4Z^*}{3}.
\]

The exponent \(i+5/2\) has two sources: \(i+2\) from \(W\), and \(1/2\) from the dose needed to reach a given coverage. Solving for \(n\),

\[
n_{\max}=\left[
\frac{3s\sqrt{Z^*}\,G_i(Z^*)K}
{4\pi^{3/2}\Omega(4\pi)^{i+1}}
\right]^{1/(i+5/2)}
\left(\frac FD\right)^{i/(i+5/2)} .
\]

## What changes the prefactor and what changes the exponent

Suppose a better treatment multiplies the nucleation and loss rates by functions of \(Z\). Write \(n=N\nu\) and \(\theta=T\tau\). Coverage keeps its form if \(N^{1/3}T^{2/3}=1\), so \(T=N^{-1/2}\). Matching \(dn/d\theta\) to nucleation requires \(N/T=AN^{-(i+1)}\), hence \(N^{i+5/2}=A\). The functions of \(Z\) alter the numerical factor but not this power. A correction that depends separately on island size, temperature or time can alter it.

Islands of fixed height \(h\) provide a second case. Now \(Z=\Omega Ft/h\), so a given coverage fixes the dose independently of \(n\). Growth gives \(dZ/dt=Z/t\), and the loss rate is \(2nZ/t\). Balancing it against \(J\) gives \(n^{i+2}\propto(F/D)^i\), and the exponent is \(i/(i+2)\).

Both exponents were tested by integrating the adatom density, the island density and the stored atoms from a bare surface. The runs used \(D/(Fa^4)=10^9\) and \(10^{11}\), with \(K/a^{2(i-1)}=10\), \(\Omega/a^3=0.4\) and hemispherical islands in the three-dimensional case. For \(i=1\), 2 and 3 the exponents are 0.2852, 0.4445 and 0.5465; the law gives 0.2857, 0.4444 and 0.5455. The absolute densities at the larger ratio differ from the formula by less than 0.1%. Fixed-height islands with \(i=1\) give 0.329 against 1/3. These runs share the cell profile and the coalescence law with the derivation. They test the quasi-steady reduction and the loss of memory, while the separate comparisons above address the ingredients.

With \(D\propto e^{-E_d/kT}\) and \(K\propto e^{E_i/kT}\), the density varies as

\[
n_{\max}\propto\exp\left[\frac{E_i+iE_d}{(i+5/2)kT}\right].
\]

This assumes that \(i\), \(\sigma_i\), the island shape and the attempt rate stay fixed as temperature changes.

## Worked example

The parameters are rough values in the regime of germanium islands on Si(001): \(T=800\) K, \(kT=0.06894\) eV, \(a=0.384\) nm and \(\Omega=0.0226\) nm³. The flux is 0.05 atoms per site per second. The diffusion barrier is 0.70 eV and the attempt rate \(10^{13}\) s⁻¹. The critical size is set to \(i=3\), with two bonds of 0.60 eV, so \(E_3=1.20\) eV; also \(\sigma_3=3\). The islands are spherical caps with height \(0.40r\), which gives \(s=0.662\).

With attempt rate \(\nu\) shared among four hop directions, \(D=(\nu a^2/4)e^{-E_d/kT}\). These inputs give \(D=1.435\times10^7\) nm²/s and \(D/(Fa^4)=1.946\times10^9\). The nucleation constant is

\[
K/a^4=3\times6\times e^{1.20/0.06894}=6.53\times10^8 .
\]

With \(Z^*=0.0413\), \(G_3=14.65\) and \(\Omega/a^3=0.399\), the bracket in lattice units is

\[
\frac{3(0.662)\sqrt{0.0413}}{4\pi^{3/2}(0.399)}
\,\frac{14.65(6.53\times10^8)}{(4\pi)^4}
\simeq1.74\times10^4 .
\]

Its power \(1/5.5\) is 5.90. The flux factor is \((1.946\times10^9)^{-3/5.5}=8.57\times10^{-6}\). Thus \(n_{\max}a^2=5.06\times10^{-5}\), and

\[
n_{\max}=3.4\times10^{-4}\ {\rm nm^{-2}}
=3.4\times10^{10}\ {\rm cm^{-2}} .
\]

The radius is \(\sqrt{0.0413/(\pi\times3.43\times10^{-4})}=6.2\) nm and the height is 2.5 nm. The dose is \(nsr^3=0.054\) nm, or 0.35 atoms per site beyond the wetting layer, reached after 7 s. These values belong to the mean-field maximum; when islands avoid one another the maximum comes later and the islands are larger, as estimated above. Doubling the quadrature order changes the density only at the level of rounding error.

The bare-surface equations give a density 0.5% below the formula. Between 780 and 820 K their activation energy is 0.596 eV, against \((1.20+3\times0.70)/5.5=0.600\) eV. A tenfold flux at fixed temperature raises the density by a factor of 3.5.

## Checking the critical size

At the mean adatom density on free area, \(1.01\times10^{-5}\) nm⁻², a cluster captures an atom at about 435 s⁻¹. A rough decay rate is \(m\nu e^{-(E_d+\Delta E)/kT}\), where \(m\) atoms can leave and each must break bonds of total energy \(\Delta E\); immediate recapture is ignored. Three-atom clusters, with \(m=2\) and one bond to break, decay at about \(1.3\times10^5\) s⁻¹. Square four-atom clusters, with \(m=4\) and two bonds to break, decay at about 43 s⁻¹. Detailed balance with the capture number used here, as applied below, gives \(1.6\times10^4\) and 48 s⁻¹ instead; the three-atom rate is eight times smaller, but the ordering relative to capture is the same. This ordering supports a bottleneck at three atoms only if a four-atom cluster that captures an atom keeps it. Counting nearest-neighbour bonds in a flat cluster does not support that: the fifth atom has one bond.

The whole chain can be estimated as follows. Let \(R_k=\sigma Dn_1n_k^{\rm eq}\) be the equilibrium forward rate at size \(k\), with one capture number for all sizes. Let \(\phi_k=n_k/n_k^{\rm eq}\). Detailed balance fixes the backward rate, so the net rate at each step is \(J=R_k(\phi_k-\phi_{k+1})\). Dividing by \(R_k\) and summing from \(\phi_1=1\) to \(\phi=0\) for large clusters gives

\[
J^{-1}=\sum_k R_k^{-1}.
\]

The most compact five-atom clusters have eight shapes per site and five bonds. With \(n_1a^2=1.49\times10^{-6}\) and \(e^{0.60/kT}=6.0\times10^3\),

\[
\frac{R_5}{R_3}=\frac86(1.49\times10^{-6})^2(6.0\times10^3)^3\simeq0.6 .
\]

The five-atom step is therefore slower than the three-atom step. Compact seven-atom clusters, with 22 shapes and eight bonds, give \(R_7/R_3\simeq0.9\). Sizes four and six, with one and two shapes and with four and seven bonds, give ratios near 9. The sum is about four times \(1/R_3\), so at this adatom density nucleation is about four times slower than assumed. The island density changes much less. Nucleation favours places where the adatom density is highest, and many islands form earlier, when it is higher still; the steps at larger sizes are then less of an obstacle. Integrating the density equation with the local rate \(J=(\sum_kR_k^{-1})^{-1}\), for sizes up to ten, gives a maximum density about 0.9 times that for \(i=3\).

The exponent changes too. Since \(R_k\propto n_1^{k+1}\), weighting each \(k\) by its share of the sum gives an effective critical size near 5 at the mean adatom density. Putting 5 into the law would give an exponent of 0.67, but the same integration gives about 0.59 for fluxes around that of the example, against 0.545 for \(i=3\). The law for a single critical size does not apply here, because the effective size varies with the adatom density. The example with \(i=3\) therefore describes a system in which clusters beyond four atoms are bound more strongly than flat bond counting allows. An implementation that takes bond energies as input should evaluate the sum instead of stopping at the first cluster that decays slowly.

## Other limits and the real system

Several neglected effects are small for these numbers. With a desorption barrier of 3.0 eV, the desorbed fraction is \(4\times10^{-11}\), so condensation is complete. For edge atoms held by two bonds, less the strain energy of 0.035 eV estimated below, the equilibrium adatom density is \(e^{-(1.20-0.035)\,{\rm eV}/kT}/a^2\). This is about 3% of the actual one, so detachment is a small correction at the maximum. It gains importance when the flux stops and the adatom density falls. At \(Z^*\) the simulated merged fraction is 0.084 against 0.080 from the coalescence law, which would lower the density by about 1%. That difference comes from one simulation and is about twice its counting noise. The simulation starts from equal islands at random positions, so it does not measure the effect of avoidance or of a spread of sizes.

Strain enters through the nucleus. A biaxial modulus of 140 GPa and a misfit of 0.042 give \(140\ {\rm GPa}\times0.042^2\times\Omega=0.035\) eV per atom. If all three atoms carried this energy while free adatoms carried none, \(E_3\) would fall by 0.10 eV and the density would be multiplied by 0.76. Elastic relaxation of a small cluster would weaken this effect.

Germanium on Si(001) does form strained islands above a wetting layer a few atomic layers thick. The assumed height-to-diameter ratio of 0.2 resembles that of the steeper, dome-shaped islands, but a 6 nm radius is small for them; their lateral sizes are commonly tens of nanometres. Real islands there develop from the strained wetting layer and can draw material from it; nucleation from a few adatoms on a flat surface is an assumption of the example. The example should be read as an early stage of an idealized population. Diffusion on this surface is anisotropic. If the effect is represented by an isotropic \(D\) ten times lower, the density rises by a factor of 3.5; strongly one-dimensional diffusion would need a different capture law. Alloying with silicon, elastic repulsion between islands, strain-dependent attachment barriers and changes of island shape are left out, and their effect is not estimated here.

Uncertain inputs also matter. Raising the diffusion barrier by 0.10 eV multiplies the density by 2.2, while a temperature 10 K higher multiplies it by 0.90, all other inputs being fixed. The absolute density is thus an order-of-magnitude estimate. The exponent is more reliable than the prefactor where a single critical size holds across the range of flux and temperature used. The numerical output follows.

## Calculated quantities

```
trimer shapes per site, enumerated: 6.000
cell integrals, largest relative difference: 1.3e-05
i=1: exponent kinetics 0.2852, law 0.2857
i=1: Z* 0.1213, kinetics Z 0.1214, density kinetics/law 0.9996
i=2: exponent kinetics 0.4445, law 0.4444
i=2: Z* 0.0679, kinetics Z 0.0679, density kinetics/law 1.0001
i=3: exponent kinetics 0.5465, law 0.5455
i=3: Z* 0.0413, kinetics Z 0.0412, density kinetics/law 1.0008
fixed-height islands, i=1: exponent 0.3293
T 800 K, kT 0.06894 eV, flux 0.05 atoms/site/s
site spacing 0.384 nm, atomic volume 0.0226 nm^3
attempt rate 1e+13 1/s, diffusion barrier 0.70 eV
bond 0.60 eV, E_i 1.20 eV, sigma_i 3
height/radius 0.40, shape factor s 0.6618
D 1.435e+07 nm^2/s, D/(F a^4) 1.946e+09
K/a^4 6.530e+08, G_i(Z*) 14.6495
maximum density 3.432e-04 nm^-2 = 3.432e+10 cm^-2
bare-surface kinetics / formula 0.9946
relative shift on doubling quadrature -6.7e-16
radius 6.19 nm, height 2.48 nm
dose at maximum 0.054 nm = 0.35 atoms/site
time at maximum 7.0 s
density factor for tenfold flux 3.511
activation energy: kinetics 0.5964 eV, law 0.6000 eV
merged fraction at Z=0.02: simulated 0.0394, law 0.0395
merged fraction at Z*: simulated 0.0842, law 0.0804
density factor from this difference, estimate 0.991
adatom density on free area 1.011e-05 nm^-2
rates: capture 4.350e+02, trimer decay 1.292e+05, tetramer decay 4.291e+01 1/s
desorption barrier 3.0 eV, desorbed fraction 3.6e-11
detachment: equilibrium/actual adatoms 0.031
biaxial modulus 140 GPa, misfit 0.042, strain energy 0.0348 eV/atom
density factor, fully strained nucleus 0.759
density factor, effective D ten times lower 3.511
density factor, diffusion barrier +0.10 eV 2.206
density factor, temperature +10 K 0.898
```
